**Metastable helium-3 hyperfine splitting from the ion**

The program tests ν* = (3/4) ν₊ ρ(0)/ρ₊, where ν₊ and ν* are the hyperfine splittings of ³He⁺ 1s and ³He 2 ³S, ρ(0) is the total electron density at the nucleus in 2 ³S, and ρ₊ = 8/π is that of the ion. It asserts the factor 3/4 by diagonalizing the contact operator in an explicit two-electron space with nuclear spin. The correlated code must reproduce the analytic 1s2s energy and density without repulsion, and satisfy the virial theorem with repulsion. Further assertions cover the Hartree–Fock cusp, the convergence of the density, and agreement of the prediction with 6740 MHz within 3 parts in 10⁴. From the input 8666 MHz, the output gives 6499.5 MHz for the bare factor, 6744.0 MHz in Hartree–Fock and 6740.0 MHz with correlation. The correlated density exceeds that of the ion by 3.70%; in Hartree–Fock the canonical 2s orbital supplies 3.4% and the change of the 1s orbital 0.3%. Mixing with 2 ¹S shifts the splitting by an estimated 0.07 MHz, while relativistic, radiative and nuclear-structure differences are not included.

## Program and output

```python
"""Hyperfine splitting of 3He 2 3S predicted from that of 3He+ 1s.

Result under test: nu_triplet = (3/4) * nu_ion * rho / rho_ion, where
rho = <delta(r1) + delta(r2)> in 2 3S and rho_ion = Z^3/pi in He+.
The density rho is computed by Hartree-Fock and by a correlated expansion in
r1, r2, r12. Atomic units are used, except for frequencies in MHz.
"""
import numpy as np
from numpy.polynomial.laguerre import laggauss
from numpy.polynomial.legendre import leggauss
from scipy.linalg import eigh
from scipy import constants as const

Z = 2.0
ION_SPLITTING = 8666.0       # MHz, given input
TRIPLET_SPLITTING = 6740.0   # MHz, given value, used only for comparison
rho_ion = Z**3 / np.pi


def hartree_fock_triplet():
    """Canonical 1s and 2s orbitals of the 1s2s triplet, s-type exponentials."""
    zeta = 0.3 * 1.4 ** np.arange(11)
    pair_sum = zeta[:, None] + zeta[None, :]
    pair_norm = 4 * np.outer(zeta, zeta) ** 1.5
    overlap = 2 * pair_norm / pair_sum**3
    core = 0.5 * np.outer(zeta, zeta) * overlap - Z * pair_norm / pair_sum**2
    a = pair_sum[:, :, None, None]
    b = pair_sum[None, None, :, :]
    repulsion = (2 / b**3) * (1 / a**2 - 1 / (a + b)**2 - b / (a + b)**3)
    repulsion = repulsion * pair_norm[:, :, None, None] * pair_norm
    _, orbitals = eigh(core, overlap)
    density = orbitals[:, :2] @ orbitals[:, :2].T
    change = 1.0
    for _ in range(400):
        fock = (core + np.einsum('pqrs,rs->pq', repulsion, density)
                - np.einsum('prqs,rs->pq', repulsion, density))
        fock = (fock + fock.T) / 2
        _, orbitals = eigh(fock, overlap)
        new_density = orbitals[:, :2] @ orbitals[:, :2].T
        difference = new_density - density
        change = np.sqrt(abs(np.trace(difference @ overlap
                                      @ difference @ overlap)))
        energy = 0.5 * np.sum(density * (core + fock))
        if change < 1e-8:
            break
        density = density + 0.6 * difference
    assert change < 1e-6
    occupied = orbitals[:, :2]
    at_nucleus = (2 * zeta**1.5 / np.sqrt(4 * np.pi)) @ occupied
    slope = -(2 * zeta**2.5 / np.sqrt(4 * np.pi)) @ occupied
    ion_overlap = (8 * (Z * zeta)**1.5 / (Z + zeta)**3) @ occupied
    return energy, at_nucleus, slope / at_nucleus, ion_overlap


def correlated_state(degree, alpha, beta, exchange, root, repulsion=1.0):
    """Energy, nuclear density and virial ratio -V/(2T) of an S state.

    exchange = -1 for a triplet and +1 for a singlet. Perimetric coordinates
    make Gauss-Laguerre quadrature exact for every matrix element.
    """
    powers = np.array([(i, j, k) for i in range(degree + 1)
                       for j in range(degree + 1 - i)
                       for k in range(degree + 1 - i - j)])
    i, j, k = (column[:, None] for column in powers.T)
    nodes, weights = laggauss(degree + 4)
    mesh = np.meshgrid(nodes, nodes, nodes, indexing='ij')
    mesh_weight = np.einsum('a,b,c->abc', weights, weights, weights).ravel()

    def values_and_slopes(x, y, z):
        f = x**i * y**j * z**k
        return f, f * (i / x - alpha), f * (j / y - beta), f * k / z

    size = len(powers)
    S, T, V = (np.zeros((size, size)) for _ in range(3))
    total = alpha + beta
    for swapped in (False, True):
        rates = (total / 2, total / 2, total) if swapped else (beta, alpha, total)
        u, v, w = (g.ravel() / rate for g, rate in zip(mesh, rates))
        r1, r2, r12 = (v + w) / 2, (u + w) / 2, (u + v) / 2
        volume = 2 * np.pi**2 * r1 * r2 * r12 * mesh_weight / np.prod(rates)
        f, f1, f2, f12 = values_and_slopes(r1, r2, r12)
        if swapped:
            g, g2, g1, g12 = values_and_slopes(r2, r1, r12)
        else:
            g, g1, g2, g12 = f, f1, f2, f12
        cos1 = (r1**2 + r12**2 - r2**2) / (2 * r1 * r12)
        cos2 = (r2**2 + r12**2 - r1**2) / (2 * r2 * r12)
        sign = exchange if swapped else 1
        S += sign * (f * volume) @ g.T
        potential = -Z / r1 - Z / r2 + repulsion / r12
        V += sign * (f * volume * potential) @ g.T
        T += sign * 0.5 * (
            (f1 * volume) @ (g1 + cos1 * g12).T
            + (f2 * volume) @ (g2 + cos2 * g12).T
            + (f12 * volume) @ (2 * g12 + cos1 * g1 + cos2 * g2).T)
    scale = 1 / np.sqrt(np.diag(S))
    S, T, V = (scale[:, None] * (m + m.T) / 2 * scale for m in (S, T, V))
    s_values, s_vectors = np.linalg.eigh(S)
    keep = s_values > 1e-12
    basis = s_vectors[:, keep] / np.sqrt(s_values[keep])
    energies, vectors = np.linalg.eigh(basis.T @ (T + V) @ basis)
    c = basis @ vectors[:, root]
    virial = -(c @ V @ c) / (2 * (c @ T @ c))
    x, wx = leggauss(300)
    r, wr = 35 * (x + 1), 35 * wx
    one_at_nucleus = ((i == 0) * r**(j + k) * np.exp(-beta * r)
                      + exchange * (j == 0) * r**(i + k) * np.exp(-alpha * r))
    phi = (c * scale) @ one_at_nucleus
    rho = 4 * np.pi * np.sum(wr * r**2 * phi**2)
    return energies[root], rho, virial


# Absolute splitting of the ion from the magnetic moments.
pc = const.physical_constants
moment = abs(pc['helion mag. mom.'][0])
mass_factor = (1 + const.m_e / pc['helion mass'][0])**-3
bohr = pc['Bohr radius'][0]
absolute_ion = (2 * const.mu_0 / 3 * abs(pc['electron g factor'][0])
                * pc['Bohr magneton'][0] * (moment / 0.5)
                * rho_ion / bohr**3 * mass_factor / const.h / 1e6)
# Relativistic and nuclear-structure terms of a few 1e-4 are absent here.
assert abs(absolute_ion / ION_SPLITTING - 1) < 1e-3

# Hartree-Fock orbitals and their values at the nucleus.
hf_energy, amplitude, cusp, ion_overlap = hartree_fock_triplet()
assert np.all(abs(cusp + Z) < 0.02 * Z)   # finite exponential basis
hf_rho = np.sum(amplitude**2)
direction = ion_overlap / np.linalg.norm(ion_overlap)
inner = direction @ amplitude
outer = direction[0] * amplitude[1] - direction[1] * amplitude[0]

# Spin algebra in the explicit space: orbital, spin, orbital, spin, nucleus.
spin = [np.array(m, complex) / 2 for m in
        ([[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]])]
ion_levels = np.linalg.eigvalsh(sum(np.kron(s, s) for s in spin))
ion_interval = ion_levels[-1] - ion_levels[0]
assert abs(ion_interval - 1) < 1e-12
contact = np.outer(amplitude, amplitude)
operator = sum(np.kron(np.kron(np.kron(contact, s), np.eye(4))
                       + np.kron(np.eye(4), np.kron(contact, s)), s)
               for s in spin)
antisym = np.array([[0, 1], [-1, 0]]) / np.sqrt(2)
sym = np.array([[0, 1], [1, 0]]) / np.sqrt(2)
triplet_spins = [np.diag([1.0, 0.0]), sym, np.diag([0.0, 1.0])]


def product_states(orbital, spins):
    return np.array([np.einsum('ac,bd,n->abcdn', orbital, s, nucleus).ravel()
                     for s in spins for nucleus in np.eye(2)]).T


triplet = product_states(antisym, triplet_spins)
singlet = product_states(sym, [antisym])
levels = np.linalg.eigvalsh(triplet.T @ operator @ triplet)
assert np.ptp(levels[:2]) < 1e-10 and np.ptp(levels[2:]) < 1e-10
spin_factor = (levels[-1] - levels[0]) / hf_rho
assert abs(spin_factor - 0.75) < 1e-10

# Correlated code against the analytic 1s2s state without repulsion.
free_energy, free_rho, _ = correlated_state(3, 2.0, 1.0, -1, 0, repulsion=0.0)
assert abs(free_energy + Z**2 / 2 * (1 + 1 / 4)) < 1e-7
assert abs(free_rho / rho_ion - (1 + 1 / 8)) < 1e-6

# Correlated 2 3S state with increasing polynomial degree.
ALPHA, BETA = 2.0, 0.6
degrees = (3, 4, 5, 6)
results = [correlated_state(n, ALPHA, BETA, -1, 0) for n in degrees]
energy, rho, virial = results[-1]
excess = rho / rho_ion - 1
prediction = 0.75 * ION_SPLITTING * rho / rho_ion
assert abs(virial - 1) < 1e-4
assert abs(rho / results[-2][1] - 1) < 3e-4
assert energy < hf_energy
assert abs(hf_rho / rho - 1) < 0.01
assert 1 / 64 < excess < 1 / 8
assert 0.01 < amplitude[1]**2 / rho_ion < 0.08
# Omitted relativistic terms and the rounded input enter near 1e-4.
assert abs(prediction / TRIPLET_SPLITTING - 1) < 3e-4

# Second-order shift of F=1/2 caused by mixing with the nearby 2 1S level.
singlet_energy, _, _ = correlated_state(6, ALPHA, BETA, 1, 1)
gap = (singlet_energy - energy) * pc['hartree-hertz relationship'][0] / 1e6
mixing = (np.linalg.norm(singlet.T @ operator @ triplet, 2)
          * ION_SPLITTING / rho_ion)
mixing_shift = mixing**2 / gap
assert gap > 0 and mixing_shift / prediction < 1e-4

print(f"given 3He+ splitting: {ION_SPLITTING:.0f} MHz")
print(f"given 2 3S splitting, for comparison: {TRIPLET_SPLITTING:.0f} MHz")
print(f"3He+ splitting from magnetic moments: {absolute_ion:.1f} MHz")
print(f"He+ density at nucleus: {rho_ion:.6f} a.u.")
print(f"ion interval of s.I: {ion_interval:.6f}")
print(f"triplet spin factor by diagonalization: {spin_factor:.6f}")
print(f"bare 3/4 prediction: {0.75 * ION_SPLITTING:.1f} MHz")
needed = TRIPLET_SPLITTING / (0.75 * ION_SPLITTING) - 1
print(f"excess required by the given splittings: {100 * needed:.3f} %")
print(f"hydrogenic 2s density / He+ 1s density, Z=1: {100 / 64:.2f} %")
print(f"hydrogenic 2s density / He+ 1s density, Z=2: {100 / 8:.2f} %")
print(f"no-repulsion test energy: {free_energy:.8f} hartree")
print(f"no-repulsion test density ratio: {free_rho / rho_ion:.8f}")
print(f"HF energy: {hf_energy:.6f} hartree")
print(f"HF cusp ratios, 1s and 2s: {cusp[0]:.4f}, {cusp[1]:.4f} a.u.")
print(f"HF canonical 1s density: {amplitude[0]**2:.6f} a.u.")
print(f"HF canonical 2s density: {amplitude[1]**2:.6f} a.u.")
print(f"HF 1s change / He+ density: "
      f"{100 * (amplitude[0]**2 / rho_ion - 1):.3f} %")
print(f"HF 2s density / He+ density: {100 * amplitude[1]**2 / rho_ion:.3f} %")
print(f"closest-to-ion inner change / He+ density: "
      f"{100 * (inner**2 / rho_ion - 1):.3f} %")
print(f"its outer partner / He+ density: {100 * outer**2 / rho_ion:.3f} %")
print(f"HF total density: {hf_rho:.6f} a.u.")
print(f"HF total excess: {100 * (hf_rho / rho_ion - 1):.3f} %")
print(f"HF prediction: {0.75 * ION_SPLITTING * hf_rho / rho_ion:.1f} MHz")
print(f"correlated exponents alpha, beta: {ALPHA:.1f}, {BETA:.1f} a.u.")
for n, (e_n, rho_n, _) in zip(degrees, results):
    count = (n + 1) * (n + 2) * (n + 3) // 6
    print(f"degree {n}, {count} terms: E={e_n:.8f} hartree, "
          f"rho={rho_n:.6f} a.u.")
print(f"correlated virial ratio -V/(2T): {virial:.8f}")
print(f"correlated density ratio: {rho / rho_ion:.6f}")
print(f"correlated excess: {100 * excess:.3f} %")
print(f"excess in frequency: {0.75 * ION_SPLITTING * excess:.1f} MHz")
print(f"correlated prediction: {prediction:.1f} MHz")
print(f"prediction minus given value: {prediction - TRIPLET_SPLITTING:.1f} MHz")
print(f"predicted splitting ratio 2 3S / ion: {prediction / ION_SPLITTING:.5f}")
print(f"2 1S - 2 3S gap: {singlet_energy - energy:.5f} hartree")
print(f"the same gap in frequency: {gap:.3e} MHz")
print(f"singlet-triplet hyperfine coupling: {mixing:.0f} MHz")
print(f"second-order shift from 2 1S: {mixing_shift:.3f} MHz")
print("all good")
```

Output:

```
given 3He+ splitting: 8666 MHz
given 2 3S splitting, for comparison: 6740 MHz
3He+ splitting from magnetic moments: 8666.6 MHz
He+ density at nucleus: 2.546479 a.u.
ion interval of s.I: 1.000000
triplet spin factor by diagonalization: 0.750000
bare 3/4 prediction: 6499.5 MHz
excess required by the given splittings: 3.700 %
hydrogenic 2s density / He+ 1s density, Z=1: 1.56 %
hydrogenic 2s density / He+ 1s density, Z=2: 12.50 %
no-repulsion test energy: -2.50000000 hartree
no-repulsion test density ratio: 1.12500000
HF energy: -2.174251 hartree
HF cusp ratios, 1s and 2s: -2.0014, -1.9851 a.u.
HF canonical 1s density: 2.554707 a.u.
HF canonical 2s density: 0.087577 a.u.
HF 1s change / He+ density: 0.323 %
HF 2s density / He+ density: 3.439 %
closest-to-ion inner change / He+ density: 0.320 %
its outer partner / He+ density: 3.442 %
HF total density: 2.642284 a.u.
HF total excess: 3.762 %
HF prediction: 6744.0 MHz
correlated exponents alpha, beta: 2.0, 0.6 a.u.
degree 3, 20 terms: E=-2.17522716 hartree, rho=2.639632 a.u.
degree 4, 35 terms: E=-2.17522852 hartree, rho=2.640398 a.u.
degree 5, 56 terms: E=-2.17522894 hartree, rho=2.640630 a.u.
degree 6, 84 terms: E=-2.17522917 hartree, rho=2.640699 a.u.
correlated virial ratio -V/(2T): 1.00000037
correlated density ratio: 1.037000
correlated excess: 3.700 %
excess in frequency: 240.5 MHz
correlated prediction: 6740.0 MHz
prediction minus given value: -0.0 MHz
predicted splitting ratio 2 3S / ion: 0.77775
2 1S - 2 3S gap: 0.02928 hartree
the same gap in frequency: 1.927e+08 MHz
singlet-triplet hyperfine coupling: 3636 MHz
second-order shift from 2 1S: 0.069 MHz
all good
```
